# Bending of a polarisable dication between two point anions

A cation of charge $+2$ lies at the origin, and two anions of charge $-1$ are each held at a distance $R$ from it. The cation has an isotropic polarisability volume $\alpha$; the anions are points and, to begin with, cannot be polarised. The length $R$ runs from cation to anion and is not the distance between the anions. In a metallocene the anions stand for the two cyclopentadienyl rings and $R$ for the distance from the metal to a ring centre. The algebra is in atomic units, in which the elementary charge and $4\pi\varepsilon_0$ are one, so that polarisability and polarisability volume are the same number. Numerical values are in eV and ångström.

Bending is measured by the tilt $\delta$ of each cation–anion line away from the common axis. The anions are at

$$
\mathbf r_{1}=R(\sin\delta,0,\cos\delta),\qquad
\mathbf r_{2}=R(\sin\delta,0,-\cos\delta),
$$

and the anion–cation–anion angle is $\varphi=180^\circ-2\delta$. The linear arrangement has $\delta=0$. The cation responds linearly, through its dipole alone, and no short-range forces act. Within this model the linear arrangement is unstable to bending when $\alpha>R^3/8$.

Three energies enter. The attraction between the charges of cation and anions is $2\times(-2/R)=-4/R$, which does not depend on $\delta$. The anions are $2R\cos\delta$ apart, so their repulsion is $1/(2R\cos\delta)$. This is smallest at $\delta=0$ and favours the linear form.

The third energy comes from polarisation. The field of a negative charge points towards it, so at the cation each anion produces a field of size $1/R^2$ directed towards itself. The components along $z$ cancel and those along $x$ add:

$$
F=\frac{2\sin\delta}{R^2}.
$$

Creating a dipole $p$ on the cation costs $p^2/(2\alpha)$, and its energy in the field is $-pF$. The sum is stationary when $p/\alpha-F=0$, that is, $p=\alpha F$, and its value there is

$$
\frac{\alpha F^2}{2}-\alpha F^2=-\frac{\alpha F^2}{2}=-\frac{2\alpha\sin^2\delta}{R^4}.
$$

Half of the energy gained in the field is spent on making the dipole. In the linear form the two fields cancel and there is no dipole; bending removes the cancellation. The total energy is therefore

$$
V(\delta)=-\frac4R+\frac{1}{2R\cos\delta}-\frac{2\alpha\sin^2\delta}{R^4}.
$$

For small tilt, $1/\cos\delta=1+\delta^2/2+5\delta^4/24+\dots$ and $\sin^2\delta=\delta^2-\delta^4/3+\dots$. Collecting the quadratic terms gives

$$
V(\delta)-V(0)=K\delta^2+\dots,\qquad
K=\frac{1}{4R}-\frac{2\alpha}{R^4}.
$$

The linear form is a minimum if $K>0$ and a maximum along the bend if $K<0$. Setting $K=0$ and multiplying by $R^4/2$ gives the threshold

$$
\boxed{\alpha_c=\frac{R^3}{8}}
$$

The charge of the cation is absent because it enters only the constant attraction. If each anion had charge $-z$, the repulsion and the squared field would both be multiplied by $z^2$, and the threshold would not move.

At the threshold the quadratic term vanishes and the quartic one decides. The repulsion contributes $5/(48R)$. The polarisation contributes $+2\alpha_c/(3R^4)=1/(12R)$. Their sum is

$$
V(\delta)-V(0)=\frac{3}{16R}\,\delta^4+\dots\qquad(\alpha=\alpha_c),
$$

so the linear form is still a minimum at equality, though a very flat one.

The bent form above threshold follows without expansion. With $u=\sin^2\delta$,

$$
\frac{dV}{du}=\frac{1}{4R}(1-u)^{-3/2}-\frac{2\alpha}{R^4},\qquad
\frac{d^2V}{du^2}=\frac{3}{8R}(1-u)^{-5/2}>0 .
$$

The energy is convex in $u$ and has one minimum. If $\alpha\le\alpha_c$, the slope is not negative at $u=0$ and the minimum is the linear form. If $\alpha>\alpha_c$, the slope vanishes where $(1-u)^{3/2}=\cos^3\delta_0=R^3/(8\alpha)$, or

$$
\cos\delta_0=\frac{R}{2\alpha^{1/3}} .
$$

The direction of the bend around the axis remains free. To find the depth of the minimum, write $c=\cos\delta_0$. Then $\alpha=R^3/(8c^3)$ and $2\alpha/R^4=1/(4Rc^3)$, so that

$$
V(0)-V(\delta_0)=\frac1{2R}-\frac1{2Rc}+\frac{1-c^2}{4Rc^3}
=\frac{2c^3-3c^2+1}{4Rc^3}
=\frac{(1-c)^2(1+2c)}{4Rc^3}.
$$

Just above threshold put $\alpha=\alpha_c(1+\epsilon)$. Then $c=(1+\epsilon)^{-1/3}\approx1-\epsilon/3$, which gives $\delta_0^2\approx2\epsilon/3$ and a depth of about $\epsilon^2/(12R)$. The bend grows continuously from zero, and the energy it gains is at first very small. In the opposite limit the separation of the anions, $2Rc=R^2/\alpha^{1/3}$, tends to zero as $\alpha$ grows. The point model has failed well before that, since real anions overlap and repel.

Holding $R$ fixed is less restrictive than it seems for the symmetric stretch. Let both bonds change by $\rho$ from their equilibrium length in the linear form, with energy $\tfrac12k\rho^2+g\rho\delta^2$ and $k>0$. By symmetry the coupling starts at $\delta^2$. The best $\rho$ is $-g\delta^2/k$, which changes the energy by $-g^2\delta^4/(2k)$. The threshold is unchanged, but the quartic term is lowered, and if it became negative the bend could set in abruptly. An instability in which one bond lengthens and the other shortens is excluded by the fixed distances.

The formulae were tested on a cation built as a core and a shell of opposite charge joined by a spring, with every interaction with the anions summed from Coulomb's law. Its threshold came out at $\alpha/R^3=0.12501$ for $R=2.7$ Å and for two other distances, and again when all the charges were doubled or the cation charge alone was raised to $+3$.

For numbers, take $R=2.7$ Å, a rough value for a barium metallocene. The threshold is $2.7^3/8=2.46$ Å³. A Hartree–Fock calculation for the free Ba²⁺ ion, with an effective core potential and the def2-QZVPP basis, gives $\alpha=1.54$ Å³; the smaller def2-TZVPP basis changes this by less than 0.01 Å³. Electron correlation is left out. The ion reaches 0.63 of the threshold, and the stiffness is

$$
K=1.333-0.836\approx0.50\ \text{eV/rad}^2,
$$

where the first term is anion repulsion and the second is cation polarisation. The point model therefore makes this molecule linear. At fixed $\alpha$, the distance would have to fall below $2\alpha^{1/3}=2.31$ Å for it to bend. As a test of the polarisation energy, the Hartree–Fock ion was placed between two point charges 40 bohr away. The energy change on tilting them by $45^\circ$ was 0.996 of the value from the formula.

The bent branch needs a more polarisable ion. For a hypothetical one with $\alpha=3.00$ Å³ at the same $R$, $\cos\delta_0=(2.46/3.00)^{1/3}=0.936$. The tilt is $20.6^\circ$ and the anion–cation–anion angle $138.8^\circ$. With $1/R=4\times1.333=5.33$ eV, the depth is

$$
5.33\times\frac{(0.064)^2\times2.872}{4\times0.820}\approx0.019\ \text{eV}.
$$

This is half of $k_BT=0.039$ eV at 450 K, a rough evaporator temperature for such a precursor. A bend of about $41^\circ$ away from linearity is thus held by less than the thermal energy.

The linear barium model is soft as well. For a harmonic bend in two directions, $\langle\delta^2\rangle=k_BT/K=0.0388/0.498=0.078$, a root-mean-square tilt of $16^\circ$. Averaging over the full $V(\delta)$, with the weight $\sin\varphi$ that counts relative directions of the two bonds, lowers this to $13.5^\circ$. The mean angle is then $156^\circ$, although the minimum is at $180^\circ$: every tilt, whatever its direction, reduces $\varphi$. A mean angle below $180^\circ$ is therefore no proof of a bent minimum.

Classical averaging is justified by the size of the bending quantum. Treat the rings as point masses $m=65.1$ u and the metal as $M=137.3$ u. Both rings move sideways together by $R\delta$ relative to the metal, so the effective mass is the reduced mass of $2m$ and $M$, $\mu=2mM/(2m+M)=66.8$ u. The kinetic energy is $\tfrac12\mu R^2\dot\delta^2$ and the potential energy $K\delta^2$, hence $\omega^2=2K/(\mu R^2)$. This gives $\hbar\omega=0.003$ eV, far below $k_BT$.

The largest of the omissions sized here is the polarisability of the rings. For the free cyclopentadienyl anion, Hartree–Fock with the 6-31+G* basis gives $\alpha_\parallel=8.92$ Å³ along the ring axis and $\alpha_\perp=11.62$ Å³ in the plane, both several times the value for Ba²⁺. These values are not converged in the basis: aug-cc-pVDZ gives 9.97 and 12.37 Å³. With those, the stiffnesses of $-1.96$, $-1.21$ and $+0.16$ eV/rad² found below become $-2.34$, $-1.55$ and $+0.10$ eV/rad², and the threshold of 0.92 Å³ becomes 0.88 Å³; the signs do not change. The model can be extended by placing a point dipole with these polarisabilities at each anion. Define the dimensionless numbers

$$
a=\frac{\alpha_\parallel}{R^3}=0.453,\quad
b=\frac{\alpha_\perp}{R^3}=0.590,\quad
s=\frac{\alpha}{R^3}=0.0783 .
$$

In the linear form each anion acquires an outward dipole $p=PR$. The outward field on it is $2/R^2$ from the cation, $-1/(4R^2)$ from the other anion's charge and $-p/(4R^3)$ from the other anion's dipole. Setting $p$ equal to $\alpha_\parallel$ times the sum gives

$$
P=\frac{7a/4}{1+a/4}=0.712 .
$$

When the molecule bends, $p$ changes only at order $\delta^2$. Since the energy is stationary in $p$, that change affects the energy only at order $\delta^4$, and $p$ may be held fixed in finding the stiffness. The interaction of each anion's charge with the other's outward dipole totals $p/(2R^2\cos\delta)$, whose quadratic part is $p\delta^2/(4R^2)$. The interaction of the two outward dipoles is

$$
\frac{p^2(2-\sin^2\delta)}{8R^3\cos^3\delta}
=\frac{p^2}{4R^3}(1+\delta^2+\dots).
$$

With the charge repulsion, these terms contribute $(1+P+P^2)/(4R)$ to the stiffness.

Bending also produces a field on each anion perpendicular to its bond, in the direction of the tilt. The other anion's charge gives $\delta/(4R^2)$ and its outward dipole $p\delta/(8R^3)$, a total of $f\delta/R^2$ with $f=(2+P)/8=0.339$. Let each anion respond with a transverse dipole $q$, and let the cation have a dipole $m$ along $x$. The cation's dipole adds $-m/R^3$ to the transverse field, and the two transverse dipoles repel with energy $q^2/(8R^3)$. The energy that depends on $q$ is

$$
\frac{q^2}{\alpha_\perp}+\frac{q^2}{8R^3}-2q\left(\frac{f\delta}{R^2}-\frac{m}{R^3}\right).
$$

With $B=b/(1+b/8)=0.550$, its minimum over $q$ is $-BR^3(f\delta/R^2-m/R^3)^2$.

The cation feels the charges and the outward dipoles of the anions. An outward dipole produces a field $2p/R^3$ at the cation, in the same direction as the field of the anion's charge, so $m$ has the further energy $m^2/(2\alpha)-2m(1+2P)\delta/R^2$. Expanding the square and collecting powers of $m$ gives

$$
-\frac{Bf^2\delta^2}{R}
-\frac{mG\delta}{R^2}
+\frac{m^2}{2\alpha}(1-2Bs),\qquad
G=2(1+2P-Bf).
$$

Minimising over $m$ gives $-\alpha G^2\delta^2/[2R^4(1-2Bs)]$. The stiffness is therefore

$$
K=\frac1R\left[\frac{1+P+P^2}{4}-Bf^2-\frac{sG^2}{2(1-2Bs)}\right].
$$

For rigid anions $a=b=0$, hence $P=B=0$ and $G=2$, and the earlier $K$ returns. For the barium numbers $G=4.48$: the polarised anions more than double the field that bending produces at the cation, and the energy depends on its square. The first two terms in the bracket add to 0.492 and the last is $-0.859$, so

$$
K=5.33\,(0.492-0.859)\approx-1.96\ \text{eV/rad}^2 .
$$

A direct numerical solution for the interacting dipoles gives the same $-1.96$ eV/rad², and $+2.62$ eV/rad² if the cation alone is made rigid. Polarisable anions by themselves thus stiffen the linear form, and it is their combination with a polarisable cation that destabilises it. Setting the bracket to zero at fixed $a$ and $b$ gives the new threshold,

$$
\frac{\alpha_c}{R^3}=\frac{0.492}{G^2/2+2B\times0.492}\approx0.047,
$$

or about 0.92 Å³ in place of 2.46 Å³. Ba²⁺ lies above it. With point dipoles on the anions, the verdict for barium is therefore reversed.

This extension is an estimate of size. The cation's field at the ring centre, $2/R^2$, is about 4 V/Å, and a linear response with the weak-field polarisability of the free anion is assumed there without test. A ring has a radius of 1.20 Å, which is not small beside 2.7 Å, and point dipoles without damping exaggerate the interaction of extended charge clouds at close range. Spreading each anion's charge over five carbon positions, while keeping its point dipole, changes $K$ to $-1.21$ eV/rad². Spreading the polarisability too, with one fifth of it at each carbon position and no interaction of a dipole with the charges or the other dipoles of its own ring, gives about $+0.16$ eV/rad². The sign thus depends on how the response is distributed over the ring. Ring polarisability softens the bend in each of these versions, but the extended model does not settle whether the barium molecule is linear or bent.

The other corrections are smaller, and each is quoted with rigid anions. Spreading the ring charge alone raises $K$ from 0.50 to 0.85 eV/rad². The field of a ring of radius $r$ on its axis is lower than that of a point by the factor $(1+r^2/R^2)^{-3/2}=0.763$, which reduces the polarisation term to $-0.836\times0.763^2=-0.487$ eV/rad². The remaining 1.34 eV/rad² is almost the point-charge repulsion, so the weaker field accounts for the change.

Replacing the linear dipole response of Ba²⁺ by its full Hartree–Fock response to two point charges at 2.7 Å raises $K$ from 0.50 to about 0.7 eV/rad². Unlike $\alpha$, this value is sensitive to the higher angular functions: it is 0.73 in def2-QZVPP and 0.68 to 0.75 with other sets of $f$, $g$ and $h$ functions, but only 0.52 in def2-TZVPP, which has a single $f$ set. One contribution of this sign is the ion's quadrupole response: the field gradients of the two anions reinforce each other in the linear form, where their fields cancel, so this response favours linearity. Its share was not computed, so the cause of the change is not established here.

Dispersion between the rings can be sized with London's formula, $C_6=\tfrac34\bar\alpha^2I$, using the mean polarisability $\bar\alpha=10.7$ Å³ and the orbital estimate $I=1.91$ eV of the ionisation energy. The energy $-C_6/(2R\cos\delta)^6$ has the quadratic part $-3C_6\delta^2/(2R)^6$, which changes $K$ by $-0.02$ eV/rad². The choice of $I$ is uncertain, because it belongs to the most weakly bound electrons and most of the others are held more tightly. Since $C_6$ is proportional to $I$, an energy of 10 eV in its place would give $-0.10$ eV/rad², still well below the effect of ring polarisability.

Barium metallocenes used as precursors for oxide films can carry substituted rings, whose bulk resists close approach and whose polarisability exceeds that of the bare ring. Bent structures are known for heavy alkaline-earth metallocenes with methylated rings. The point model with rigid anions does not account for them through the polarisability of Ba²⁺, which is too small at this distance. Of the assumptions tested here, that of unpolarisable anions matters most: relaxing it moves $K$ by about $-2.5$ to $-2.8$ eV/rad² with point dipoles, depending on the basis used for the ring, and by about $-0.7$ eV/rad² when charge and polarisability are both spread over the ring. Donation of ring electrons into empty metal orbitals, overlap repulsion and contact between substituents are also absent and have not been sized here. The condition $\alpha>R^3/8$ is therefore a property of the stated model: it shows how cation polarisation competes with anion repulsion, but it should not be used to predict the shape of a particular precursor. The remaining computed values are in the numerical output.

## Numbers as computed

```
R, cation to anion (rough input): 2.70 angstrom
Threshold R^3/8: 2.460 angstrom^3
Threshold R^3/8: 16.60 bohr^3
Drude thresholds alpha/R^3: 0.12501 0.12501 0.12501 0.12501 0.12501
Largest Drude-formula energy gap: 3.9e-06 eV
Quartic term at threshold, Drude: 1.0013 eV/rad^4
Quartic term at threshold, formula: 1.0000 eV/rad^4
-- Ba2+, Hartree-Fock --
alpha, def2-TZVPP: 1.538 angstrom^3
alpha, def2-QZVPP (used): 1.542 angstrom^3
alpha / threshold: 0.627
R below which this ion would bend: 2.311 angstrom
Far-charge bending energy, HF/formula: 0.9962
K from anion repulsion: 1.333 eV/rad^2
K from cation dipole: -0.836 eV/rad^2
K total, point model: 0.498 eV/rad^2
-- hypothetical ion, bent branch --
alpha (input): 3.00 angstrom^3
cos(delta0): 0.9360
delta0, formula: 20.60 deg
delta0, Drude minimum: 20.60 deg
Anion-cation-anion angle: 138.79 deg
Depth below linear, formula: 0.01910 eV
Depth below linear, Drude: 0.01910 eV
-- neglected effects, barium numbers --
K with full HF ion response: 0.725 eV/rad^2
C-C length (input): 1.41 angstrom
C-H length (input): 1.08 angstrom
Ring radius: 1.199 angstrom
K with ring-shaped charges: 0.849 eV/rad^2
Ring anion alpha along axis, HF/6-31+G*: 8.92 angstrom^3
Ring anion alpha in plane, HF/6-31+G*: 11.62 angstrom^3
K, polarisable point anions: -1.959 eV/rad^2
K, same but rigid cation: 2.623 eV/rad^2
K, ring charges and polarisable anions: -1.213 eV/rad^2
Smallest dipole stability eigenvalue: 0.407
Ring anion ionisation energy, orbital: 1.91 eV
K change from London dispersion: -0.0199 eV/rad^2
Temperature (rough input): 450 K
kT: 0.0388 eV
Thermal rms delta, point model: 13.5 deg
Thermal mean anion-cation-anion angle: 155.8 deg
Ring mass: 65.09 u
Barium mass: 137.33 u
Effective bending mass: 66.83 u
Bending quantum, point model: 0.00292 eV
```
